# Why a spherical Fermi surface gives the largest resistivity–mean-free-path product

## The result and its meaning

Consider a cubic metal whose mean free path $\lambda$ is the same everywhere on a single closed Fermi surface. Let $S$ be the area of that surface and $V$ the volume it encloses in $k$-space. Then

$$\rho_0\lambda=\frac{12\pi^3\hbar}{e^2S}\;\le\;\frac{12\pi^3\hbar}{e^2(36\pi V^2)^{1/3}},$$

with equality if and only if the surface is a sphere. The reason is that the bulk conductivity depends on the Fermi surface through its area alone, and the sphere has the least area for a given volume.

For interconnects this maximum is unfavourable. At a given bulk resistivity $\rho_0$, a smaller product means a shorter mean free path, and so a weaker rise of resistivity in thin conductors, other things being equal. The sphere is the worst closed shape by this measure.

Three contributions enter: the band velocity, which cancels; the directions of the surface normals, which cubic symmetry averages; and the area, which remains. They are taken in turn, followed by what happens when a condition is dropped.

## First contribution: the velocity cancels

Assume semiclassical transport, spin-degenerate bands and a temperature far below the Fermi temperature. Let the deviation of the distribution from equilibrium relax with a lifetime $\tau(\mathbf k)$. An electron has charge $-e$, so in a weak steady field $\mathbf E$

$$-\frac{e\mathbf E}{\hbar}\cdot\nabla_{\mathbf k}f_0=-\frac{\delta f}{\tau}.$$

Since $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial E$, this gives $\delta f=e\tau(\mathbf E\cdot\mathbf v)\,\partial f_0/\partial E$. The current density is $\mathbf j=-2e\int\mathbf v\,\delta f\,d^3k/(2\pi)^3$, where the 2 counts spin. The two factors of $-e$ and $e$, with the negative derivative of $f_0$, give a positive conductivity:

$$\sigma_{xx}=\frac{e^2}{4\pi^3}\int v_x^2\tau\left(-\frac{\partial f_0}{\partial E}\right)d^3k .$$

Now divide $k$-space into constant-energy shells. Two surfaces separated by $dE$ lie a distance $dE/(\hbar|\mathbf v|)$ apart, because $|\nabla_{\mathbf k}E|=\hbar|\mathbf v|$. Hence $d^3k=dS\,dE/(\hbar|\mathbf v|)$. At low temperature $-\partial f_0/\partial E$ selects the Fermi surface and integrates to one.

Write $\mathbf v=|\mathbf v|\mathbf n$, with $\mathbf n$ the unit normal, and $\tau=\lambda/|\mathbf v|$. The integrand becomes

$$\frac{v_x^2\tau}{|\mathbf v|}=\frac{|\mathbf v|^2n_x^2}{|\mathbf v|}\frac{\lambda}{|\mathbf v|}=\lambda n_x^2,$$

and therefore

$$\sigma_{xx}=\frac{e^2\lambda}{4\pi^3\hbar}\oint n_x^2\,dS .$$

A fast patch has fewer states per unit energy, in proportion to $1/|\mathbf v|$. Each of its states contributes $v_x^2\tau=\lambda|\mathbf v|n_x^2$, in proportion to $|\mathbf v|$. The two effects cancel. For a hole surface the velocity points inward, but the square $n_x^2$ is unchanged.

## Second contribution: cubic symmetry averages the normals

In a cubic crystal the conductivity tensor is isotropic, so the integrals of $n_x^2$, $n_y^2$ and $n_z^2$ are equal. Their sum is $\oint dS=S$, because $\mathbf n$ is a unit vector. Each is thus $S/3$, and

$$\sigma_0=\frac{e^2\lambda S}{12\pi^3\hbar},\qquad \rho_0\lambda=\frac{12\pi^3\hbar}{e^2S}.$$

If $\lambda$ varies over the surface with the symmetry of the crystal, the same argument gives $\oint\lambda n_x^2dS=\tfrac13\oint\lambda\,dS$. The bulk formula then holds with $\lambda$ replaced by its area average. This relaxation does not carry over to films, as shown below.

What does fixed volume mean? In a crystal of unit volume, each allowed $\mathbf k$ occupies $8\pi^3$ of $k$-space and holds two electrons of opposite spin, so an electron surface encloses $V=4\pi^3n$, where $n$ is the electron density. For a hole surface, $n$ is the hole density. Holding $V$ fixed is holding the carrier density fixed. For a sphere of radius $k_F$, $S=4\pi k_F^2$ and $\rho_0\lambda=3\pi^2\hbar/(e^2k_F^2)$.

## Third contribution: the least area

It remains to prove that $S\ge(36\pi V^2)^{1/3}$. Let $K$ be the region inside a smooth closed surface. We map $K$ onto the unit ball, whose volume is $\omega=4\pi/3$, by matching fractions of volume.

**The map.** Let $A(x_1)$ be the area of the slice of $K$ at $x_1$, and $L(x_1,x_2)$ the total length of the line in $K$ at given $x_1,x_2$. For the ball, the corresponding quantities are $a(t_1)=\pi(1-t_1^2)$ and $\ell(t_1,t_2)=2\sqrt{1-t_1^2-t_2^2}$. Choose

- $T_1(x_1)$ so that the fraction of $K$ below $x_1$ equals the fraction of the ball below $T_1$;
- $T_2(x_1,x_2)$ so that the fractions of the slice areas below $x_2$ and $T_2$ agree;
- $T_3(x_1,x_2,x_3)$ so that the fractions of the line lengths below $x_3$ and $T_3$ agree.

Differentiating these three equalities gives

$$\partial_1T_1=\frac{A}{V}\frac{\omega}{a},\qquad
\partial_2T_2=\frac{L}{A}\frac{a}{\ell},\qquad
\partial_3T_3=\frac{\ell}{L}.$$

All three are positive, and their product is $\omega/V$. The arithmetic mean of three positive numbers is at least their geometric mean, so

$$\nabla\cdot\mathbf T=\partial_1T_1+\partial_2T_2+\partial_3T_3\ge3\left(\frac{\omega}{V}\right)^{1/3}.$$

**The area.** Along a line parallel to axis $i$, $T_i$ is continuous and increasing, and integrating $\partial_iT_i$ over each segment inside $K$ gives the difference of its end values. Summing over lines, with $n_i\,dS$ as the signed projected area of a surface element, gives $\int_K\partial_iT_i\,d^3k=\oint T_in_i\,dS$. The off-diagonal derivatives are not needed. Since $\mathbf T$ lies in the unit ball, $\mathbf T\cdot\mathbf n\le1$. Thus

$$S\ge\oint\mathbf T\cdot\mathbf n\,dS=\int_K\nabla\cdot\mathbf T\,d^3k\ge3\omega^{1/3}V^{2/3}=(36\pi)^{1/3}V^{2/3}.$$

**Equality.** A sphere attains the bound: $4\pi r^2=[36\pi(4\pi r^3/3)^2]^{1/3}$. Conversely, suppose a surface attains it. Both inequalities above must then be equalities. The first derivative must equal $c=(\omega/V)^{1/3}$, so $T_1=cx_1+b_1$. Also $\mathbf T=\mathbf n$ on the surface, so $n_1=cx_1+b_1$ there. The choice of first axis was free, and the same argument applies to the other two. Hence $\mathbf n=c\mathbf k+\mathbf b$. Since $|\mathbf n|=1$, every surface point is at distance $1/c$ from $-\mathbf b/c$: the surface is a sphere.

**Weighing the two inequalities.** For a cube of unit side the flux of $\mathbf T$ can be found directly. The faces normal to axis 1 map to $T_1=\pm1$ and contribute 2. The faces normal to axis 2 map to $T_2=\pm\sqrt{1-T_1^2}$, and those normal to axis 3 to $T_3=\pm\sqrt{1-T_1^2-T_2^2}$. Because the map preserves volume fractions, their contributions are averages over the ball:

$$2+2\left\langle\sqrt{1-t_1^2}\right\rangle+2\left\langle\sqrt{1-t_1^2-t_2^2}\right\rangle
=2+\frac{9\pi}{16}+\frac32=5.267 .$$

This lies between the bound, 4.836, and the true area, 6. Unequal stretching accounts for 0.431 of the excess area, and misalignment of $\mathbf T$ with the normal for 0.733. This split belongs to the chosen map; the total excess belongs to the cube.

## How much does a small departure cost?

Write a nearly spherical surface as $r=k_0(1+\delta)$, where $\delta$ is a small function of direction with zero mean. Let $\nabla_\Omega$ be the gradient on the unit sphere. The normal is parallel to $\hat{\mathbf r}-\nabla_\Omega r/r$, and the radial projection of an area element is $r^2d\Omega=(\mathbf n\cdot\hat{\mathbf r})dS$. Therefore

$$S=\oint r^2\sqrt{1+\frac{|\nabla_\Omega r|^2}{r^2}}\,d\Omega
\simeq k_0^2\oint\left[(1+\delta)^2+\tfrac12|\nabla_\Omega\delta|^2\right]d\Omega .$$

If $\delta$ is a spherical harmonic of order $l$, integration by parts gives $\langle|\nabla_\Omega\delta|^2\rangle=l(l+1)\langle\delta^2\rangle$. To second order,

$$S\simeq4\pi k_0^2\left\{1+\left[1+\tfrac12l(l+1)\right]\langle\delta^2\rangle\right\},\qquad
V\simeq\tfrac43\pi k_0^3\left(1+3\langle\delta^2\rangle\right).$$

The sphere of this volume has area $4\pi k_0^2(1+2\langle\delta^2\rangle)$. Dividing,

$$\frac{S}{S_{\rm sphere}}\simeq1+\frac{(l-1)(l+2)}2\langle\delta^2\rangle .$$

The term vanishes for $l=1$, which to first order only displaces the sphere. Take the cubic warping $\delta=\epsilon Q$ with $Q=\hat x^4+\hat y^4+\hat z^4-\tfrac35$, a harmonic of order $l=4$. The averages $\langle\hat x^4\rangle=1/5$, $\langle\hat x^8\rangle=1/9$ and $\langle\hat x^4\hat y^4\rangle=1/105$ give

$$\langle Q^2\rangle=\frac39+\frac6{105}-\frac9{25}=\frac{16}{525},\qquad
\frac{S}{S_{\rm sphere}}\simeq1+9\epsilon^2\frac{16}{525}=1+\frac{48}{175}\epsilon^2 .$$

The product $\rho_0\lambda$ falls only at second order. Mild warping of a closed surface is therefore a weak way to reduce it.

## Numbers in the regime of copper

Take an fcc lattice with constant 0.36 nm and one conduction electron per atom. These are rough values for copper. The cell holds four atoms, so

$$n=\frac4{(0.36\ \mathrm{nm})^3}=85.73\ \mathrm{nm^{-3}},\qquad
k_F=(3\pi^2n)^{1/3}=13.64\ \mathrm{nm^{-1}} .$$

The sphere has area $4\pi k_F^2=2338\ \mathrm{nm^{-2}}$, and

$$(\rho_0\lambda)_{\rm sphere}=65.4\ \mu\Omega\,\mathrm{cm\,nm}=6.54\times10^{-16}\ \Omega\,\mathrm{m^2}.$$

With a rough bulk resistivity of $1.7\ \mu\Omega\,$cm, the mean free path is $65.37/1.7=38.5$ nm.

Now keep the volume fixed and set $\epsilon=-0.3$. The radius is then $1.08k_0$ along $\langle111\rangle$ and $0.88k_0$ along $\langle100\rangle$, and the surface remains closed inside the fcc zone. Numerical integration gives an area ratio of 1.0241; the quadratic law gives 1.0247. The product falls to $65.37/1.0241=63.8\ \mu\Omega\,$cm nm, a reduction of 2.4%, although the radius varies by about a fifth.

A sharp cube of equal volume has area ratio $6/4.836=1.241$ and product $52.7\ \mu\Omega\,$cm nm. This is a geometric reference, not a possible surface for this metal. Its side is $V^{1/3}\simeq22\ \mathrm{nm^{-1}}$, so its corners would lie about $19\ \mathrm{nm^{-1}}$ from the centre along $\langle111\rangle$, beyond the zone face at $\sqrt3\pi/a\simeq15\ \mathrm{nm^{-1}}$.

## Dropping the conditions one at a time

**Single.** Suppose there are several closed pockets of the same carrier type, with equal constant $\lambda$ and overall cubic symmetry. Their total area obeys

$$\sum_iS_i\ge(36\pi)^{1/3}\sum_iV_i^{2/3}\ge(36\pi)^{1/3}V^{2/3},\qquad V=\sum_iV_i .$$

The last step holds because $V_i/V\le1$ implies $(V_i/V)^{2/3}\ge V_i/V$. One sphere still gives the largest product at fixed total volume. For $N$ equal spheres the product is smaller by the factor $N^{-1/3}$.

**Cubic.** Without cubic symmetry, the mean of the three principal conductivities is still $e^2\lambda S/(12\pi^3\hbar)$, but one axis can conduct poorly. For a prolate spheroid of aspect ratio 3, the mean conductivity is 1.18 times that of the sphere of equal volume. Along the long axis, however, $\rho\lambda$ is 3.80 times the sphere value. Most normals point away from that axis, so they contribute little to current along it.

**Closed.** An open Fermi surface meets the zone boundary. The occupied region in one zone is then bounded by the Fermi surface together with patches of the zone faces. The isoperimetric inequality limits the sum of both areas, but the patches are not Fermi surface and carry no current. The Fermi surface alone can therefore have less area than the sphere.

The half-filled simple-cubic band with nearest-neighbour hopping has the surface $\cos k_xa+\cos k_ya+\cos k_za=0$. Its area is 0.772 of that of the sphere enclosing the same occupied volume, so its $\rho_0\lambda$ is 1.295 times the sphere value. By contrast, the same band at the lower energy $-1.2$, in units where $E=-(\cos k_xa+\cos k_ya+\cos k_za)$, has a closed surface. Its area ratio is 1.027, and the bound holds.

Copper itself has an open surface, with necks through the $\{111\}$ zone faces. A simple model of such necks is the half-filled fcc band

$$E=-(c_xc_y+c_yc_z+c_zc_x),\qquad c_i=\cos(k_ia/2).$$

At the centre of a $\{111\}$ face all $c_i=0$ and $E=0$. The computed Fermi energy is 0.229 in these units, so that point is occupied and the necks are open. Their radius, measured along one direction in the face, is 0.288 of the sphere radius. The Fermi-surface area is about 0.92 of the sphere's, and the product rises to about $71\ \mu\Omega\,$cm nm.

The missing area can be weighed. Eight neck discs, treated as circles, cover $8\pi(0.288k_F)^2$, or 0.166 of the sphere area. Adding them gives about $0.92+0.17=1.09$, which satisfies the isoperimetric bound. The warping adds about 9% to the total boundary, but the non-conducting discs remove about 17%.

## What the product does not say about a film

Consider a film of thickness $d$ with its normal along $z$, a cubic axis, and current along $x$. Both surfaces scatter diffusely. At a distance $z$ from the surface that a carrier left, its deviation from equilibrium satisfies

$$\lambda|n_z|\frac{dg}{dz}=g_{\rm bulk}-g,\qquad g(0)=0,$$

so $g=g_{\rm bulk}[1-e^{-z/(\lambda|n_z|)}]$. Averaging over the thickness multiplies each bulk contribution by

$$1-\frac{\lambda|n_z|}d\left(1-e^{-d/(\lambda|n_z|)}\right).$$

For $d\gg\lambda$ the exponential can be dropped, and

$$\rho_{\rm film}\simeq\rho_0\left(1+C\frac\lambda d\right),\qquad
C=\frac{\oint n_x^2|n_z|dS}{\oint n_x^2dS}.$$

For a sphere, the average of $n_x^2|n_z|$ is $\tfrac12\int_0^1(1-\mu^2)\mu\,d\mu=\tfrac18$, so $C=\tfrac18/\tfrac13=\tfrac38$. The added resistivity is $3\rho_0\lambda/(8d)$.

The warped surface has $C=0.249$. Its normals explain the reduction. To first order $\mathbf n=\hat{\mathbf r}-\nabla_\Omega\delta$. For $\epsilon<0$, $\delta$ increases towards $\langle111\rangle$, so the normals tilt towards the cube axes. A normal along a cube axis contributes nothing to $n_x^2|n_z|$. Thus, for this film normal, warping lowers $C$ by about a third but $\rho_0\lambda$ by 2.4%. The gain depends on orientation: with the film normal along $\langle111\rangle$, the same surface has $C=0.446$, more than the sphere's 0.375.

At $d=20$ nm the full expression is needed, because $\lambda/d$ is about 1.9. Hold $\rho_0$ at $1.7\ \mu\Omega\,$cm for both shapes, so that the mean free paths are 38.5 nm for the sphere and 37.5 nm for the warped surface. With the film normal along a cube axis, the film resistivities are 3.20 and $2.49\ \mu\Omega\,$cm. With the normal along $\langle111\rangle$ the sphere is unchanged and the warped surface gives $3.61\ \mu\Omega\,$cm. In both orientations, the directions of the normals matter much more than the small change in the product. In thick films, $\rho_0\lambda$ alone reliably ranks metals by their added resistivity only when their $C$ values are similar. The total resistivity also depends on $\rho_0$ itself.

## The model beside real copper

The bulk resistivity and lattice constant used here are typical of copper near room temperature, and a mean free path of roughly 40 nm is the usual size. One assumption that copper breaks is closure. In the model fcc band, the net effect of necks and warping is $+8\%$ in $\rho_0\lambda$, relative to the sphere. Copper's real necks are narrower, roughly a fifth of the sphere radius, so the model overstates the effect. An empirical fit to copper's measured Fermi surface has about 0.98 of the sphere's area, a rise of only about 2% in $\rho_0\lambda$. With constant $\lambda$ it gives $C\approx0.34$ for a film normal along a cube axis and $0.36$ along $\langle111\rangle$, close to the sphere's 0.375. The large changes in $C$ found for the warped surface therefore do not describe copper, whose radius along $\langle100\rangle$ slightly exceeds $k_F$.

A constant lifetime is another possible assumption. Then $\lambda$ is proportional to $|\mathbf v|$. In the fcc band this changes the leading thick-film loss, compared with a constant $\lambda$ of the same area average, by a factor of about 0.89 for a film normal along a cube axis and about 1.11 for a normal along $\langle111\rangle$. The bulk formula is unaffected, but the film responds to $\lambda^2$ weighted by $n_x^2|n_z|$.

Thermal smearing is negligible here. For free electrons at fixed $n$ and $\lambda$, the area is proportional to energy, so the conductivity is proportional to the chemical potential, $\mu\simeq E_F[1-\tfrac{\pi^2}{12}(k_BT/E_F)^2]$. With $E_F=7.09$ eV and $T=300$ K the relative loss is $1.1\times10^{-5}$. This concerns smearing alone; phonon scattering enters through $\lambda$. Confinement in the 20 nm film gives about $k_Fd/\pi=87$ occupied subbands, which supports treating $k_z$ as continuous.

Grain boundaries, rough surfaces beyond the diffuse condition, and the barrier layers of a real line are left out. They can change a line's resistance without changing the bulk product. The remaining computed values are in the numerical output.

## Values computed for the example and the checks

```
Lattice constant (rough, copper regime): 0.36 nm
Bulk resistivity (rough): 1.7 micro-ohm cm
Film thickness: 20 nm; temperature: 300 K
Electron density: 85.73 nm^-3
Fermi wavevector of sphere: 13.641 nm^-1
Enclosed k-space volume: 10633.2 nm^-3
Sphere area: 2338.4 nm^-2
rho0*lambda, sphere: 65.37 micro-ohm cm nm
rho0*lambda, sphere, converted: 6.537e-16 ohm m^2
Warping parameter epsilon: -0.3
Area/sphere area, warped closed surface: 1.0241
Same from quadratic law: 1.0247
rho0*lambda, warped: 63.83 micro-ohm cm nm
Area/sphere area, sharp cube: 1.2407
rho0*lambda, sharp cube: 52.69 micro-ohm cm nm
Area/sphere area, superball of power 4: 1.0461
Closed simple-cubic band, level/hopping: -1.2
Area/sphere area, that closed band surface: 1.0269
Boltzmann sum / area formula, that band: 1.00070
Unit cube: isoperimetric lower bound on area: 4.8360
Unit cube: flux of volume-matching map: 5.2671
Unit cube: volume integral of its divergence: 5.2674
Unit cube: true area: 6
Open half-filled simple cubic, area/sphere area: 0.7721
Its rho0*lambda / sphere value: 1.2952
Prolate spheroid aspect ratio: 3
Its long-axis rho0*lambda / sphere value: 3.8034
Its direction-averaged conductivity / sphere: 1.1819
Mean free path, sphere: 38.45 nm
Mean free path, warped at same rho0: 37.55 nm
Film resistivity, sphere, diffuse: 3.200 micro-ohm cm
Film resistivity, warped, diffuse: 2.493 micro-ohm cm
Thick-film coefficient, sphere: 0.3750
Thick-film coefficient, warped: 0.2494
fcc band with necks: Fermi level/energy unit: 0.229
fcc band: neck radius/sphere radius: 0.288
fcc band: area/sphere area: 0.9220
fcc band: rho0*lambda: 70.90 micro-ohm cm nm
fcc band, constant lifetime: thick-film loss factor: 0.886
Free-electron Fermi energy: 7.09 eV
Thermal energy/Fermi energy: 0.00365
Relative thermal loss of conductivity: 1.09e-05
Film subbands, k_F d/pi: 87
```
